# Gaussian potential fluctuations and the subthreshold density of a MOS channel

Below threshold, the channel of a silicon transistor holds few electrons, and the potential they move in is not flat. Charges in the oxide and at its interfaces raise the electron energy in some places and lower it in others. Electrons gather in the low places, and because their density depends exponentially on energy, the low places gain more than the high places lose. The mean density therefore exceeds that of a flat channel at the same mean potential. The question is by how much, and whether the excess alters the rate at which the density grows when the mean potential is raised.

Take a two-dimensional channel in thermal equilibrium at temperature \(T\), with one Fermi level throughout, and write \(\beta=1/kT\). At the point \(\mathbf r\) the bottom of the lowest subband lies at \(\Delta+U(\mathbf r)\) above the Fermi level. Here \(\Delta\) is the mean barrier and \(U\) is a fluctuation of zero mean. An electron has charge \(-q\), so a rise \(d\psi\) of the mean electrostatic potential, taken as uniform across the thin electron layer, lowers its energy:

\[
d\Delta=-q\,d\psi .
\]

Suppose first that \(U\) varies so slowly that each small region can be treated as a uniform channel. With two spin states and \(g_v\) equivalent valleys of in-plane mass \(m\), the local density is

\[
n=2g_v\int\frac{d^2k}{(2\pi)^2}\,
\frac{1}{e^{\beta(\Delta+U+\hbar^2k^2/2m)}+1}.
\]

Put \(d^2k=2\pi k\,dk\) and \(\varepsilon=\hbar^2k^2/2m\), so that \(k\,dk=m\,d\varepsilon/\hbar^2\). The prefactor becomes the constant density of states \(D=g_vm/(\pi\hbar^2)\). The remaining integrand, \(1/(e^{\beta(\varepsilon+\Delta+U)}+1)\), is the derivative with respect to \(\varepsilon\) of \(-kT\ln(1+e^{-\beta(\varepsilon+\Delta+U)})\), which vanishes at the upper limit. Hence

\[
n=D\,kT\ln(1+x),\qquad x=e^{-\beta(\Delta+U)} .
\]

Where \(x\ll1\) the channel is nondegenerate, \(\ln(1+x)\simeq x\), and

\[
n=n_0e^{-\beta U},\qquad n_0=D\,kT\,e^{-\beta\Delta}.
\]

Now let \(U\) be Gaussian with standard deviation \(s\). The mean density is

\[
\langle n\rangle=n_0\int_{-\infty}^{\infty}
\frac{du}{s\sqrt{2\pi}}\,e^{-u^2/2s^2-\beta u}.
\]

Since \((u+\beta s^2)^2=u^2+2\beta s^2u+\beta^2s^4\), division by \(-2s^2\) gives

\[
-\frac{u^2}{2s^2}-\beta u
=-\frac{(u+\beta s^2)^2}{2s^2}+\frac{\beta^2s^2}{2}.
\]

The first term on the right is a displaced Gaussian whose normalized integral is one. The second does not depend on \(u\) and comes out of the integral:

\[
\boxed{\;\langle n\rangle=n_0\exp\!\left[\frac{s^2}{2(kT)^2}\right]\;}
\]

If \(s\) does not depend on the mean potential, the logarithm is \(\ln\langle n\rangle=\ln(DkT)-\beta\Delta+\beta^2s^2/2\), in which only the middle term varies with \(\psi\). With \(d\Delta=-q\,d\psi\),

\[
\frac{\partial\ln\langle n\rangle}{\partial\psi}=\frac{q}{kT}.
\]

The curve of \(\ln\langle n\rangle\) against \(\psi\) is thus raised without being tilted. A flat channel would have the same density if its barrier were lower by \(s^2/(2kT)\). The slope against gate voltage \(V_g\) carries the further factor \(d\psi/dV_g\), which depends on the capacitances of the device.

The completed square also shows where the electrons are. The distribution of \(U\) weighted by density is a Gaussian of unchanged width \(s\), centred at \(-s^2/kT\). The typical electron therefore sees a barrier \(\Delta-s^2/kT\), lower than the mean by twice the equivalent shift. The two differ because the shift measures the gain in density, which includes the rarity of low places as a cost.

The two parts of the result rest on different assumptions. For any distribution of \(U\) that moves rigidly with the mean potential, \(\langle n\rangle=n_0\langle e^{-\beta U}\rangle\), and the average is independent of \(\psi\) as long as it exists. The slope then survives, while the factor depends on the shape. If \(U\) takes the values \(+s\) and \(-s\) with equal probability, the factor is \((e^{\beta s}+e^{-\beta s})/2=\cosh\beta s\). If instead the Gaussian spread changes with \(\psi\), differentiation of \(\beta^2s^2/2\) adds a term:

\[
\frac{\partial\ln\langle n\rangle}{\partial(q\psi)}
=\beta+\beta^2s\,\frac{\partial s}{\partial(q\psi)} .
\]

The result concerns density and not current. Suppose the local conductivity is proportional to \(n\), with constant mobility. Strips laid side by side along the current conduct in parallel, and their effective conductivity follows \(\langle n\rangle\). Strips laid across the current are in series, so resistivities are averaged and the conductivity follows \(1/\langle n^{-1}\rangle\). The Gaussian is symmetric, so \(\langle e^{\beta U}\rangle=\langle e^{-\beta U}\rangle\), and the series result is \(n_0e^{-\beta^2s^2/2}\). The same fluctuations can raise or lower the current, according to how the dense regions connect. For a statistically isotropic two-dimensional Gaussian field over an area much larger than the correlation area, the duality between conductivity and resistivity makes the effective conductivity follow the geometric mean of \(n\), which is \(n_0\). The current is then not enhanced at all, although the mean density is.

For numbers, consider an n-channel silicon transistor cooled to 77 K, where \(kT=6.635\) meV. Take a rough spread \(s=10\) meV and a mean barrier \(\Delta=80\) meV. The two lowest valleys have in-plane mass 0.19 electron masses, which gives \(D=1.587\times10^{14}\ \mathrm{eV^{-1}\,cm^{-2}}\). The flat-channel density is

\[
n_0=(1.587\times10^{14})(0.006635)\,e^{-12.057}\ \mathrm{cm^{-2}}
\simeq6.1\times10^6\ \mathrm{cm^{-2}} .
\]

With \(\beta s=10/6.635=1.507\), the exponent is \(1.507^2/2=1.136\) and the factor is \(e^{1.136}=3.11\). The mean density becomes \(1.90\times10^7\ \mathrm{cm^{-2}}\), or 0.19 electrons on average in one square micrometre. The equivalent barrier shift is \(100/(2\times6.635)=7.5\) meV, and the local subband edge at a typical electron lies 15.1 meV below the mean edge. One decade of density needs \(\ln10\times6.635=15.3\) mV of mean channel potential, with or without the fluctuations. Averaging the full Fermi expression numerically gives a factor 3.113 and a slope 0.99991 times \(1/kT\).

The same average with two values \(\pm10\) meV gives the factor 2.37, in agreement with \(\cosh1.507\), and again leaves the slope unchanged apart from a degeneracy correction of about one part in \(10^5\). A Gaussian spread that falls by 0.02 meV for each meV of \(q\psi\) does tilt the curve: the slope in units of \(1/kT\) is predicted to be \(1-0.02\times1.507=0.970\), and the numerical average gives 0.9698.

At 300 K, with \(s\) and \(\Delta\) held fixed, \(kT=25.85\) meV and the formula gives a factor of only 1.078. The enhancement grows quickly on cooling because its exponent varies as \(1/T^2\).

That growth also leads to failure, because the dilute limit must hold in the low places where the electrons collect. To find the error, note that \(\ln(1+x)\le x\) for \(x\ge0\). The difference \(\ln(1+x)-x+x^2/2\) vanishes at \(x=0\) and has derivative \(x^2/(1+x)\ge0\). Therefore

\[
x-\frac{x^2}{2}\le\ln(1+x)\le x .
\]

The Gaussian average gives \(\langle x\rangle=e^{-\beta\Delta+\beta^2s^2/2}\). Replacing \(\beta\) by \(2\beta\) gives \(\langle x^2\rangle=e^{-2\beta\Delta+2\beta^2s^2}\). The amount \(\delta\) by which the true mean falls below the dilute result, relative to the latter, thus obeys

\[
0\le\delta\le\frac{\langle x^2\rangle}{2\langle x\rangle}
=\frac12\exp\!\left(-\beta\Delta+\frac32\beta^2s^2\right).
\]

It suffices for the barrier to exceed \(3s^2/(2kT)\) by several \(kT\); a barrier of several \(kT\) alone is not enough. In the 77 K example the bound is \(\tfrac12e^{-12.057+3.407}\simeq9\times10^{-5}\), and the computed deficit nearly equals it.

The slope suffers by the same amount at leading order. Since \(dx/d(q\psi)=\beta x\), the full slope is \(\beta\langle x/(1+x)\rangle/\langle\ln(1+x)\rangle\). Expanding both averages gives

\[
\beta\,\frac{\langle x\rangle-\langle x^2\rangle}
{\langle x\rangle-\langle x^2\rangle/2}
\simeq\beta\left(1-\frac{\langle x^2\rangle}{2\langle x\rangle}\right).
\]

At 300 K the same 80 meV barrier is just \(3.09\,kT\) high, and this estimate lowers the slope by \(\tfrac12e^{-3.09+0.22}\simeq2.8\%\). The full average gives 2.7%, which makes the swing 61.2 mV per decade. These figures count the lowest subband alone. At 300 K the higher subbands discussed below hold most of the electrons and reduce the loss to about 1.3%. The density, above \(10^{11}\ \mathrm{cm^{-2}}\), is no longer weak inversion, so screening would not leave \(s\) fixed. Here it is mainly the small ratio \(\Delta/kT\), and not the fluctuation, that spoils the dilute limit.

On cooling at fixed \(\Delta\) and \(s\) the positive term in the exponent wins, and the dilute formula must be abandoned. As \(T\to0\), \(kT\ln(1+e^{-E/kT})\) tends to \(-E\) for negative \(E\) and to zero for positive \(E\). Electrons then occupy only places where \(U<-\Delta\). Put \(u=-st\) and \(z=\Delta/s\), and let \(\varphi(t)=e^{-t^2/2}/\sqrt{2\pi}\) and \(Q(z)=\int_z^\infty\varphi\,dt\). Because \(t\varphi=-\varphi'\),

\[
\langle n\rangle=D\int_z^\infty(st-\Delta)\varphi(t)\,dt
=D\,[\,s\varphi(z)-\Delta Q(z)\,].
\]

In differentiating with respect to \(\Delta\), the moving lower limit contributes nothing, since the integrand vanishes there. What remains is \(\partial\langle n\rangle/\partial\Delta=-DQ\), and so

\[
\frac{\partial\ln\langle n\rangle}{\partial(q\psi)}
=\frac{Q(z)}{s\varphi(z)-\Delta Q(z)} .
\]

This is finite, whereas \(1/kT\) diverges. For a high barrier, writing \(\varphi=-\varphi'/t\) and integrating by parts twice gives \(Q\simeq\varphi(1/z-1/z^3)\). The denominator becomes \(s\varphi/z^2\), and the slope tends to \(z/s=\Delta/s^2\) at leading order. The energy \(s^2/\Delta\) has taken the place of \(kT\): the density now follows the Gaussian tail of the subband edge instead of the thermal tail of the Fermi function.

To illustrate this, keep \(s=10\) meV but lower the barrier to 30 meV, so that \(z=3\). At 4.2 K the dilute formula would have an exponent of 382, which is meaningless. Fermi statistics give a mean density of \(6.2\times10^8\ \mathrm{cm^{-2}}\) and a swing of 6.54 mV per decade, close to the zero-temperature value of 6.52. The thermal value would be 0.83. The leading form \(\Delta/s^2\) gives 7.68, so at \(z=3\) it fixes the scale but is still 18% high. This calculation leaves out quantum confinement in the low places, localization and screening, so it shows what Fermi statistics alone do to the law and does not predict a device current.

Even where the law holds for the ensemble mean, one small device need not match it. Let the fluctuations have correlation \(C(r)=\langle U(0)U(\mathbf r)\rangle=s^2e^{-r^2/2L^2}\). The sum of \(U\) at two points has variance \(2s^2+2C\), and the Gaussian average gives

\[
\langle n(0)n(\mathbf r)\rangle
=n_0^2e^{\beta^2s^2+\beta^2C(r)}
=\langle n\rangle^2e^{\beta^2C(r)} .
\]

The relative covariance is \(e^{\beta^2C}-1\). For an area \(A\gg L^2\), with edges ignored, the relative variance of the area average is the integral of this covariance divided by \(A\). Expanding the exponential and using \(\int e^{-kr^2/2L^2}d^2r=2\pi L^2/k\) gives

\[
\frac{\mathrm{var}(\bar n)}{\langle n\rangle^2}
=\frac{2\pi L^2}{A}\sum_{k=1}^{\infty}
\frac{(\beta^2s^2)^k}{k\,k!} .
\]

With \(L=30\) nm, \(A=1\ \mathrm{\mu m^2}\) and \(\beta^2s^2=2.271\), the sum is 4.63 and the variance is \(0.00565\times4.63=0.0262\), a scatter of 16%. In 2500 random correlated fields on a periodic square of this area, the scatter was 16.3% and the mean enhancement 3.114. This is scatter of the thermal mean density from one device to another; the random number of electrons present at a given instant is a separate matter.

The assumption of slow variation can be given a size. In the path-integral form of quantum statistics, an electron samples \(U\) along a closed path in imaginary time, and \(\beta U\) is replaced by \(\beta\int_0^1U(\mathbf r(\tau))\,d\tau\). Averaging over Gaussian \(U\) first gives the exponent

\[
\frac{\beta^2}{2}\int_0^1\!\!\int_0^1
C(\mathbf r(\tau)-\mathbf r(\tau'))\,d\tau\,d\tau' .
\]

Let \(w=|\tau-\tau'|\). For free motion, the two arcs joining these points give one component \(\xi\) of their separation the weight

\[
\exp\!\left[-\frac{m\xi^2}{2\hbar^2\beta}
\left(\frac1w+\frac1{1-w}\right)\right],
\]

a Gaussian of variance \((\hbar^2\beta/m)w(1-w)\). Two components double the mean square separation. For paths much smaller than \(L\), \(C\simeq s^2(1-r^2/2L^2)\), and the average of \(w(1-w)\) over both times is \(1/6\). To leading order the exponent is therefore

\[
\frac{\beta^2s^2}{2}
-\beta^2s^2\,\frac{\hbar^2\beta}{12mL^2} .
\]

Quantum motion blurs the fluctuations and weakens the enhancement. From \(D\) with \(g_v=2\), \(\hbar^2/m=2/(\pi D)=401\ \mathrm{meV\,nm^2}\). The correction is \(2.271\times401/(12\times6.635\times900)=0.013\), a loss of 1.3% of the density. It does not depend on \(\psi\), so the slope is untouched at this order.

Screening does make \(s\) depend on \(\psi\). A sheet charge of wavevector \(k\) between silicon and oxide produces a potential decaying as \(e^{-k|y|}\) on both sides, so Gauss's law makes its amplitude the sheet charge divided by \(\varepsilon_0(\varepsilon_s+\varepsilon_{ox})k\). The electrons respond to an energy \(U_k\) with a density change \(-n_wU_k/kT\), which opposes it. Adding this response to the external energy gives

\[
U_k=\frac{U_k^{\rm ext}}{1+q_s/k},\qquad
q_s=\frac{q^2n_w}{\varepsilon_0(\varepsilon_s+\varepsilon_{ox})kT}.
\]

In \(q_s\) the symbol \(kT\) is the thermal energy. For \(n_w\) take the density around a typical electron, \(\langle n^2\rangle/\langle n\rangle=n_0e^{3\beta^2s^2/2}\), which is \(1.84\times10^8\ \mathrm{cm^{-2}}\), almost ten times the mean. With relative permittivities 11.7 and 3.9, \(q_sL=0.0097\). At the representative wavevector \(1/L\), \(s\) shrinks by the fraction \(q_sL\), which changes \(\beta^2s^2/2\) by \(-\beta^2s^2q_sL\). Because \(q_s\) grows in proportion to \(e^{\beta q\psi}\), the relative change of slope is also \(-\beta^2s^2q_sL\), here \(-2.2\%\). This is a rough estimate and overstates the effect here, because it assigns the density around a typical electron to the whole plane, although such densities occur only in small patches. Averaging the electron repulsion over the density correlation \(e^{\beta^2C(r)}-1\) instead gives about \(-0.8\%\) for the Gaussian field. Both estimates omit screening by the gate. The effect grows with density, so the unchanged slope is a property of weak inversion.

Higher subbands change the density but not the law, provided that \(U\) and the change \(d\psi\) are uniform across the thin layer. Both then shift every subband equally, and each dilute contribution acquires the same factor and slope. In a real device this holds only approximately, because the potential of an oxide charge weakens with depth and the gate also changes the surface field. In a surface field of 0.1 MV/cm, a triangular well places the next level of the same valleys 28.1 meV higher and the lowest level of the other four valleys 26.0 meV higher. The latter have in-plane density-of-states mass \(\sqrt{m_tm_l}\), with \(m_t=0.19\) and \(m_l=0.92\) electron masses, so their density of states is \(4\sqrt{m_tm_l}/(2m_t)=4.40\) times larger. They add \(e^{-28.1/6.635}+4.40\,e^{-26.0/6.635}\simeq0.10\), or 10% of the lowest-subband density.

The Gaussian assumption also needs examination in this example. Let sources be scattered independently with density \(N\), each adding an energy \(v(r)\). In an area \(A\) their number \(j\) has a Poisson distribution, and

\[
\sum_j e^{-NA}\frac{(NA)^j}{j!}
\left(\frac1A\int e^{-\beta v}d^2r\right)^{\!j}
=\exp\!\left[N\int(e^{-\beta v}-1)\,d^2r\right].
\]

Measuring \(U\) from its mean \(N\int v\,d^2r\) adds \(\beta v\) to the integrand, so the logarithm of the factor is

\[
N\int(e^{-\beta v}-1+\beta v)\,d^2r
=\frac{\beta^2}{2}N\!\int v^2d^2r
-\frac{\beta^3}{6}N\!\int v^3d^2r+\cdots .
\]

The first term is \(\beta^2s^2/2\), since \(s^2=N\int v^2d^2r\). The rest is small when many weak sources overlap. For equal numbers of both signs the odd terms cancel.

Take \(N=10^{11}\ \mathrm{cm^{-2}}\) and bumps \(v=\pm v_0e^{-r^2/2a^2}\). Two such bumps overlap as \(e^{-r^2/4a^2}\), so \(a=L/\sqrt2=21.2\) nm, and \(s^2=N\pi a^2v_0^2\) gives \(v_0=8.4\) meV, which exceeds \(kT\). With \(s\) and \(L\) held fixed, the factor in the dilute limit is 3.37 for balanced signs, 4.71 if every source attracts electrons and 2.41 if every source repels them. The Gaussian value is 3.11.

Set beside a real silicon transistor at liquid-nitrogen temperature, a spread of about 10 meV and a charge density near \(10^{11}\ \mathrm{cm^{-2}}\) are plausible rough values, while an 80 meV barrier describes a channel far below threshold. Fixed charge in thermal oxide is usually positive and so attracts electrons. Among the departures estimated here, its discreteness moves the factor most, from 3.1 to about 4.7 in the smooth-bump model. That figure does not carry over to charges at the interface, whose potential is far more sharply peaked. At 0.1 MV/cm, with the gate 2 to 50 nm away, one such charge lowers the subband edge by 70 to 90 meV at its centre and binds an electron by roughly 17 to 35 meV, several \(kT\). At \(10^{11}\ \mathrm{cm^{-2}}\) these charges give \(s\approx10\) meV only for the thinnest oxide, with a correlation length near 6 nm rather than 30 nm. The slowly varying picture then fails, and the factor for that case has not been calculated. The slope \(q/kT\) against mean channel potential is less fragile, because it needs a rigid, dilute distribution and not a Gaussian one. How dilute the low places stay does depend on the tail. With all-attractive bumps the density around a typical electron is some sixty times the Gaussian value, and degeneracy with mean-field screening lowers the slope by about 3% at the same barrier. Interface traps whose charge changes as \(\psi\) rises can break that rigidity in a real device.

## Table of computed values

```
Temperature: 77 K; kT: 6.6353 meV
Spread s: 10.0 meV; s/kT: 1.5071
Mean barrier: 80.0 meV; barrier/kT: 12.057
Correlation length L: 30.0 nm
Masses m_t, m_l: 0.19, 0.92 electron masses; valleys: 2
Density of states: 1.5874e+14 per eV cm2
Uniform density n0: 6.1152e+06 cm^-2
Exponent s^2/(2 kT^2): 1.1356
Enhancement, formula: 3.1132
Enhancement, Fermi quadrature: 3.1129
Enhancement, simulated fields: 3.1140
Mean density: 1.9036e+07 cm^-2
Mean electrons in 1 um2: 0.1904
Equivalent barrier shift: 7.535 meV
Density-weighted mean of U: -15.069 meV; width: 9.999 meV
Slope times kT: 0.999913
Swing against mean potential: 15.280 mV/decade
Two-valued fluctuations: factor 2.3675, slope*kT 0.999987
Varying spread ds/d(q psi) = -0.02: slope*kT 0.9698
Area scatter for 1 um2, formula: 16.19 %
Area scatter for 1 um2, simulated: 16.28 %
Degeneracy deficit: 0.00875 %; bound: 0.00876 %
Quantum-motion loss of density: 1.271 %
Relative permittivities Si, oxide: 11.7, 3.9
Density seen by electrons n_w: 1.8422e+08 cm^-2
Screening parameter q_s L: 0.00966
Screening change of slope: -2.194 %
Source density: 1.0e+11 cm^-2; bump height: 8.410 meV
Bump radius parameter: 21.213 nm
Discrete sources, balanced signs: factor 3.3684
Discrete sources, all attractive: factor 4.7123
Discrete sources, all repulsive: factor 2.4078
Surface field: 0.10 MV/cm
Subband gaps, same and other valleys: 28.10, 25.97 meV
Added density from these subbands: 10.23 %
300 K, barrier 80 meV: kT 25.852 meV
300 K enhancement, formula and Fermi: 1.0777, 1.0720
300 K slope*kT: 0.9732; swing: 61.165 mV/decade
4.2 K, barrier 30 meV: kT 0.3619 meV
4.2 K invalid Boltzmann exponent: 381.70
4.2 K Fermi mean density: 6.2197e+08 cm^-2
4.2 K slope*kT: 0.1274
4.2 K swing, Fermi: 6.543 mV/decade
4.2 K swing, Boltzmann: 0.833 mV/decade
Zero-temperature swing, same barrier: 6.519 mV/decade
```
